\section*{Why a sinusoidal porous-silicon index suppresses the third-order stop band}

\section{One cosine and two standing waves}

Take a transparent layered medium whose dielectric function varies along $x$ as a single weak cosine,
\begin{equation}
\varepsilon(x)=\varepsilon_0+2\varepsilon_1\cos Gx ,\qquad G=2\pi/\Lambda ,
\end{equation}
where $\Lambda$ is the period. Light travels along $x$. In atomic units ($\hbar=1$, speed of light $c=1/\alpha_{\rm fs}$, with $\alpha_{\rm fs}$ the fine-structure constant), the photon energy is $\omega$ and the field obeys
\begin{equation}
E''+q^2\varepsilon(x)E=0,\qquad q=\omega/c. \label{wave}
\end{equation}
Multiplying by $E$ and integrating by parts over $2\Lambda$, for a standing wave that repeats after that length, gives
\begin{equation}
q^2=\frac{\int E'^2\,dx}{\int \varepsilon E^2\,dx}. \label{quotient}
\end{equation}
This quotient is stationary at a true solution, so a first-order error in $E$ causes only a second-order error in $q^2$.

Bragg reflection of order $p$ occurs at wave number $pG/2$, where the waves running right and left combine into $\cos(pGx/2)$ and $\sin(pGx/2)$. Their intensities are $\tfrac12(1\pm\cos pGx)$. For $p=1$ the cosine wave has its maxima where $\varepsilon$ is large and the sine wave where it is small. They see the average values $\varepsilon_0+\varepsilon_1$ and $\varepsilon_0-\varepsilon_1$, so they have different energies, and a stop band opens between them. For $p=3$ the intensity varies as $\cos3Gx$, whose average against $\cos Gx$ is zero. Both waves see $\varepsilon_0$, and no band opens at first order.

To first order, therefore, a third-order band needs a part of $\varepsilon$ that varies as $\cos 3Gx$. A quarter-wave stack has one and a sinusoidal profile does not.

\section{The width of a band from its Fourier component}

Put the origin at a symmetry point of the profile and write
\begin{equation}
\varepsilon(x)=\varepsilon_0+2\sum_{m\ge1}\varepsilon_m\cos mGx .
\end{equation}
With the weight $1\pm\cos mGx$, only the $m$-th term survives the average, which is $\varepsilon_0\pm\varepsilon_m$. Equation (\ref{quotient}) then gives the two band edges,
\begin{equation}
\omega_\pm=\frac{c\,mG/2}{\sqrt{\varepsilon_0\pm\varepsilon_m}}
\simeq\frac{c\,mG}{2\sqrt{\varepsilon_0}}\left(1\mp\frac{\varepsilon_m}{2\varepsilon_0}\right),
\end{equation}
and their separation relative to the centre is
\begin{equation}
\frac{\Delta\omega_m}{\omega_m}=\frac{|\varepsilon_m|}{\varepsilon_0}
\qquad\text{(first order)}. \label{law}
\end{equation}

\section{The quarter-wave stack}

Let the two indices be $n_{H,L}=\bar n(1\pm b)$, with equal optical thicknesses $n_Hd_H=n_Ld_L=\pi c/(2\omega_1)$. The high-index layer fills the fraction
\begin{equation}
f=\frac{d_H}{d_H+d_L}=\frac{n_L}{n_H+n_L}=\frac{1-b}{2}
\end{equation}
of a period. The mean is $\varepsilon_0=fn_H^2+(1-f)n_L^2=n_Hn_L=\bar n^2(1-b^2)$. With the origin at the centre of a high-index layer, and $n_H^2-n_L^2=4b\bar n^2$,
\begin{equation}
\varepsilon_m=\frac{n_H^2-n_L^2}{\Lambda}\int_{-f\Lambda/2}^{f\Lambda/2}\!\cos(mGx)\,dx
=4b\bar n^2\,\frac{\sin(\pi mf)}{\pi m}.
\end{equation}
Inserting $f$ gives
\begin{equation}
\varepsilon_1=\frac{4b\bar n^2}{\pi}\cos\frac{\pi b}{2},\qquad
\varepsilon_3=-\frac{4b\bar n^2}{3\pi}\cos\frac{3\pi b}{2}.
\end{equation}
For weak contrast the third component is one third of the first in size. Since the third band also lies at three times the energy, both bands have the same width in energy.

The stack can be solved without expansion. Across a layer of index $n$ and phase $\delta=\pi\omega/(2\omega_1)$, the pair $(E,E'/q)$ is multiplied by
\begin{equation}
M_n=\begin{pmatrix}\cos\delta&\sin\delta/n\\-n\sin\delta&\cos\delta\end{pmatrix}.
\end{equation}
Half the trace of $M_LM_H$ is $\cos\theta$, where $\theta$ is the Bloch phase per period:
\begin{equation}
\cos\theta=\cos^2\delta-\frac12\left(\frac{n_H}{n_L}+\frac{n_L}{n_H}\right)\sin^2\delta .
\end{equation}
The edges of odd bands have $\cos\theta=-1$. Replacing $\cos^2\delta$ by $1-\sin^2\delta$ gives
\begin{equation}
2=\sin^2\delta\,\frac{(n_H+n_L)^2}{2n_Hn_L}
\;\Rightarrow\;\sin^2\delta=1-b^2
\;\Rightarrow\;\cos\delta=\pm b .
\end{equation}
The edges lie at $\delta=m\pi/2\pm\arcsin b$, so every odd band has the width
\begin{equation}
\Delta\omega=\frac{4\omega_1}{\pi}\arcsin b .
\end{equation}

\section{The sinusoidal index}

For $n=\bar n(1+a\cos Gx)$, squaring and using $\cos^2 Gx=\tfrac12(1+\cos2Gx)$ gives
\begin{equation}
\frac{\varepsilon}{\bar n^2}=1+\frac{a^2}{2}+2a\cos Gx+\frac{a^2}{2}\cos2Gx .
\end{equation}
Thus $\varepsilon_1=a\bar n^2$, $\varepsilon_2=a^2\bar n^2/4$ and $\varepsilon_3=0$. The square creates a second harmonic but no third, so the first-order width of the third band is zero.

A narrow band remains, because light can be reversed in several smaller steps. Write $E=\sum_sE_se^{isGx}$ with half-integer $s$. Equation (\ref{wave}) becomes
\begin{equation}
(s^2G^2-q^2\varepsilon_0)E_s=q^2\sum_{s'\ne s}\varepsilon_{|s-s'|}E_{s'} . \label{pw}
\end{equation}
Near the third band $q^2\varepsilon_0\simeq 9G^2/4$, and the waves $s=\pm3/2$ are resonant. For the waves $s=\pm1/2$ the bracket is $G^2/4-9G^2/4=-2G^2$, so they follow the resonant waves with the factor
\begin{equation}
g=\frac{q^2}{-2G^2}=-\frac{9}{8\varepsilon_0}.
\end{equation}
The parts of $E_{\pm1/2}$ driven by $E_{-3/2}$ are, to the order needed,
\begin{equation}
E_{-1/2}=g\varepsilon_1E_{-3/2},\qquad
E_{1/2}=(g\varepsilon_2+g^2\varepsilon_1^2)E_{-3/2}.
\end{equation}
They act back on $E_{3/2}$ through $\varepsilon_2E_{-1/2}+\varepsilon_1E_{1/2}$. Together with the direct term, the effective coupling is
\begin{equation}
\varepsilon_3^{\rm eff}=\varepsilon_3-\frac94\frac{\varepsilon_1\varepsilon_2}{\varepsilon_0}
+\frac{81}{64}\frac{\varepsilon_1^3}{\varepsilon_0^2}. \label{eff}
\end{equation}
For the sinusoidal index, routes through $s=\pm5/2$ enter this coupling only at order $a^5$. The second-order terms that return each wave to itself are equal for $s=\pm3/2$ by symmetry. They move the band without splitting it at this order. Inserting the components gives
\begin{equation}
\frac{\Delta\omega_3}{\omega_3}\simeq\left|-\frac{9}{16}+\frac{81}{64}\right|a^3=\frac{45}{64}a^3 . \label{sine3}
\end{equation}
The third band is therefore suppressed, not abolished. The two routes partly cancel. For the pure dielectric cosine of the opening, $\varepsilon_2=0$ and the coefficient is $81/64$. At equal $\varepsilon_1/\varepsilon_0$, its third band is 1.8 times wider than that of the sinusoidal index.

\section{A mid-infrared filter}

Take $\bar n=1.6$, $b=0.05$ and $\omega_1=0.35$ eV, which puts the third order near 1.05 eV. The comparison holds $\bar n$, $\omega_1$ and the leading-order width of the first band fixed. This requires $a=4b/\pi=0.0637$, so the sine swings between 1.498 and 1.702, and the stack between 1.52 and 1.68.

For the stack, $\Delta\omega=(4/\pi)(0.35\ \text{eV})\arcsin0.05=22.3$ meV in both the first and the third band. The relative third width is 0.0212. The first-order law (\ref{law}) gives 0.0207, which is 2.6\% below the exact value.

For the sine, equation (\ref{sine3}) gives $(45/64)(0.0637)^3=1.81\times10^{-4}$, and plane-wave diagonalization also gives $1.81\times10^{-4}$. At 1.05 eV this is a width of 0.19 meV. The third band is 117 times narrower than that of the stack, in agreement with the leading-order ratio
\begin{equation}
\frac{a/3}{45a^3/64}=\frac{64}{135a^2}=117 .
\end{equation}
This ratio falls as $1/a^2$, so the suppression weakens as the modulation grows. At $a=0.2$ the same formula gives a ratio of only about 12.

The cause can be isolated by changing one harmonic and leaving the rest alone. If $\varepsilon_3$ is deleted from the stack, the relative width of its third band falls from 0.0212 to 0.0007, while that of the first stays at 0.0637. If $\varepsilon_3=-a\bar n^2/3$ is added to the sine, its third band returns with a relative width of 0.0208.

\section{The price in second order}

At the second band the resonant waves are $s=\pm1$ and $q^2\varepsilon_0\simeq G^2$. The intermediate wave $s=0$ carries the factor $q^2/(0-G^2)=-1/\varepsilon_0$. For the sine, therefore,
\begin{equation}
\varepsilon_2^{\rm eff}=\varepsilon_2-\frac{\varepsilon_1^2}{\varepsilon_0}
\simeq\left(\frac{a^2}{4}-a^2\right)\bar n^2=-\frac34a^2\bar n^2 .
\end{equation}
The relative width is 0.0030, or about 2.1 meV at 0.70 eV. The ideal stack has no second band: the condition $\cos\theta=1$ reduces to $\sin^2\delta=0$, so the two edges coincide at $\delta=\pi$. Its $\varepsilon_2\simeq2b^2\bar n^2$ is not zero, however. The indirect routes, summed numerically over the intermediate waves, contribute $-2.0000\,b^2\bar n^2$ and cancel it. A Fourier component of second order in the contrast must therefore be weighed together with two-step scattering.

\section{What a finite film reflects}

At the centre of a band write $E=A(x)e^{ikx}+B(x)e^{-ikx}$, with $k=mG/2$ and slowly varying $A$ and $B$. Dropping second derivatives in (\ref{wave}), and keeping the non-resonant waves only through the effective coupling of the two resonant ones, leaves
\begin{equation}
A'=i\kappa B,\qquad B'=-i\kappa A,\qquad
\kappa=\frac{q^2\varepsilon_m^{\rm eff}}{2k}=\frac{k\,\varepsilon_m^{\rm eff}}{2\varepsilon_0}.
\end{equation}
If no light enters from behind, $B(L)=0$. Then $B\propto\sinh\kappa(L-x)$ and $A=iB'/\kappa\propto-i\cosh\kappa(L-x)$, so for $N$ periods
\begin{equation}
R=\left|\frac{B(0)}{A(0)}\right|^2=\tanh^2\kappa L,\qquad
|\kappa| L=\frac{\pi mN}{2}\frac{|\varepsilon_m^{\rm eff}|}{\varepsilon_0}.
\end{equation}
With $N=30$, the first band of either film and the third band of the stack have $|\kappa| L\simeq3.0$ and $R\simeq0.990$. The third band of the sine has $|\kappa| L=0.026$ and $R=0.0007$.

A transfer-matrix calculation, for a film that begins and ends at its mean index and is embedded in a medium of index $\bar n$, gives a maximum of 0.0018 within 3\% of the third-order energy. This maximum lies beside the band, about 4.5 meV below its centre. At the centre itself the calculation gives 0.0007, as the coupled-wave formula predicts. The excess comes from the abrupt start and end of the modulation, which scatter a little light of their own. If the amplitude is instead ramped smoothly up and down over six extra periods at each end, the maximum returns to the band centre and agrees with $\tanh^2$ of $\kappa$ integrated over the film.

\section{Beside real porous silicon}

These parameters are rough values for a mid-infrared porous-silicon filter. With a bulk silicon index of about 3.43, the Bruggeman mixing rule assigns $\bar n=1.6$ to a porosity of 68\%. The 30 periods of the sine occupy 33 $\mu$m. The index contrast is modest, as the weak-modulation argument requires. The suppression depends strongly on the waveform. A third-harmonic error in the index of just 2\% of the sine amplitude, with a crest at each maximum of the sine, raises the third width from 0.19 to 1.5 meV, and the advantage over the stack falls from 117 to about 15. A sinusoidal etching current therefore does not by itself guarantee the suppression. What must stay small is $\varepsilon_3^{\rm eff}$ of the resulting depth profile, and the pure sine does not minimize it. A second harmonic $c\cos2Gx$ in $n/\bar n$ adds $c\bar n^2$ to $\varepsilon_2$ and $ac\bar n^2/2$ to $\varepsilon_3$, so (\ref{eff}) gives $\varepsilon_3^{\rm eff}/\bar n^2\simeq\tfrac{45}{64}a^3-\tfrac74ac$. The third band nearly closes at $c\simeq0.026a$ and roughly doubles for the opposite sign. A sinusoidal porosity spanning the same index range, converted with the Bruggeman rule, gives a third width of only 0.05 meV.

The other estimates use rough assumed inputs. If the bulk silicon index rises to 3.55 at the third order, the sine's third band moves down by about 15 meV (by 11 meV for 3.52). Its width barely changes: it is 0.20 meV with the index held at 3.55 across the band, and 0.19 meV when the index rises quadratically with energy from 3.43 to 3.55. Warming by 50 K moves it down by about 1 meV. A loss of 20 cm$^{-1}$ lowers the stack's third-order reflectance from 0.990 to 0.969. Interfaces blurred by 20 nm rms narrow the stack's third band to 21.0 meV, since blurring weakens high harmonics most. Slow drift of the period with depth and a separate treatment of pore scattering are left out.

Suppressing the band does not by itself make the film antireflecting. Between air and silicon, the sine film reflects between about 0.03 and 0.3 near the third order. A uniform film of the same thickness covers the same range, so these fringes come almost entirely from the end faces. The stack reflects 0.997 at the same order if its high-index layer faces the air, and 0.966 if its low-index layer does. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
mean index 1.6; stack contrast b 0.05; sine amplitude a 0.06366
stack indices: high 1.680, low 1.520
sine index range: 1.498 to 1.702
first-order energy 0.35 eV; third 1.05 eV
periods N 30; sine period 1107.0 nm
stack layers: high 527.1 nm, low 582.6 nm
sine film thickness 33210 nm
stack eps_m/nbar^2, m=0..3: [ 0.9975    0.063466  0.004979 -0.020634]
sine eps_m/nbar^2, m=0..3: [1.002026 0.063662 0.001013 0.      ]
stack width, first band 22.291 meV
stack width, third band 22.291 meV
stack third relative width: exact 0.021230
  from |eps_3|/eps_0 0.020686
  weak-contrast 4b/(3 pi) 0.021221
sine first relative width 0.063545; formula a 0.063662
sine second relative width 0.003031; formula 0.003040
sine third relative width 1.8084e-04; formula 1.8141e-04
sine third band width 0.1899 meV
sine third band centre 1.05013 eV
third-width ratio stack/sine 117.4
  leading formula 64/(135 a^2) 117.0
stack without eps_3: third relative width 0.000680
stack without eps_3: first relative width 0.063699
sine with eps_3=-a/3 added: third relative width 0.020849
stack second order / b^2: direct 2.0000
  indirect sum -2.0000
cutoff shift, stack third width (75 to 150 waves): 2.5e-08 meV
cutoff shift, sine third width (10 to 20 waves): 1.1e-12 meV
matched film R, stack: first 0.9902, third 0.9902
matched film R, sine first 0.9900
matched film R, sine max within 3% of third 0.00177
coupled-wave R: strong bands 0.9901
coupled-wave R: sine third 0.00066
Neglected effects, rough assumed inputs:
silicon index 3.43 at first, 3.55 at third order
porosity at mean index 0.681
dispersion: sine third centre shift -15.10 meV
dispersion: sine third width 0.2009 meV
warming 50 K, silicon dn/n 5e-05 per K
  third centre shift -1.10 meV
loss 20 per cm: stack third R 0.9686
interface blur 20 nm: stack third width 21.037 meV
waveform third-harmonic error 2% of amplitude:
  sine third width 1.512 meV
air and silicon faces, R within 3% of third order:
  sine 0.025 to 0.315
  uniform film 0.026 to 0.314
  stack at third-order centre 0.9972
\end{verbatim}
